# Conversion factors between Stevens and Wybourne crystal-field parameters: a program that tests the result

```python
# Stevens vs Wybourne crystal-field parameters, k = 2, 4, 6.
# Wybourne: H = sum B_kq C_kq, C_kq = sqrt(4pi/(2k+1)) Y_kq, B_{k,-q} = (-1)^q conj(B_kq).
# Stevens:  H = sum a_k^q f_k^q(r)/r^k -> sum theta_k a_k^q O_k^q(J),  a = A<r^k>.
# Result under test: a^0 = lam_k0 B_k0, a^q = lam_kq Re B_kq, a^-q = -lam_kq Im B_kq,
#   lam_kq = (-1)^q (2-delta_q0) g_kq sqrt((k-q)!/(k+q)!), d^qP_k/du^q = g_kq p_kq(u),
#   p_kq coprime integers; f^{+-q} = r^(k-q) p_kq(z/r) Re/Im (x+iy)^q.
# T_kq: normalised tensor in J, N_k = Tr T^+T; S_k^2 = sum_q |B_kq|^2. Energies in cm^-1.
import math
from functools import lru_cache
import numpy as np, sympy as sp
from scipy import constants as sc
from scipy.special import eval_legendre
try:
    from scipy.special import sph_harm_y
    Y = lambda l, m, th, ph: sph_harm_y(l, m, th, ph)
except ImportError:
    from scipy.special import sph_harm
    Y = lambda l, m, th, ph: sph_harm(m, l, ph, th)
fac = math.factorial
KS = (2, 4, 6)
KQ = [(k, q) for k in KS for q in range(-k, k + 1)]
def close(a, b, tol=1e-10):
    return np.max(np.abs(a - b)) <= tol * max(1.0, np.max(np.abs(b)))

# ---- derived factors and integer polynomials
u, x, y, z = sp.symbols('u x y z', real=True)
g, p, lam_s, f = {}, {}, {}, {}
for k in KS:
    for q in range(k + 1):
        d = sp.Poly(sp.diff(sp.legendre(k, u), u, q) if q else sp.legendre(k, u), u)
        co = [sp.Rational(c) for c in d.all_coeffs()]
        den = math.lcm(*[int(c.q) for c in co])
        g[k, q] = sp.Rational(math.gcd(*[int(c * den) for c in co]), den)
        p[k, q] = sp.expand(d.as_expr() / g[k, q])
        lam_s[k, q] = (-1)**q * (2 if q else 1) * g[k, q] * sp.sqrt(sp.Rational(fac(k - q), fac(k + q)))
        h = sum(c * z**n * (x*x + y*y + z*z)**((k - q - n) // 2) for (n,), c in sp.Poly(p[k, q], u).terms())
        w = sp.expand((x + sp.I * y)**q)
        f[k, q] = sp.expand(h * sp.re(w))
        if q:
            f[k, -q] = sp.expand(h * sp.im(w))
lam = {kq: float(v) for kq, v in lam_s.items()}
for e in f.values():
    assert sp.expand(sp.diff(e, x, 2) + sp.diff(e, y, 2) + sp.diff(e, z, 2)) == 0

# ---- sphere quadrature (exact for these degrees)
un, uw = np.polynomial.legendre.leggauss(16)
TH, PH = [a.ravel() for a in np.meshgrid(np.arccos(un), 2*np.pi*np.arange(32)/32, indexing='ij')]
W = np.repeat(uw, 32) * 2*np.pi/32
R3 = np.array([np.sin(TH)*np.cos(PH), np.sin(TH)*np.sin(PH), np.cos(TH)])
def C(k, q, r=R3):
    return np.sqrt(4*np.pi/(2*k + 1)) * Y(k, q, np.arccos(np.clip(r[2], -1, 1)), np.arctan2(r[1], r[0]) % (2*np.pi))
F = {kq: sp.lambdify((x, y, z), f[kq], 'numpy')(*R3) for kq in KQ}
for k in KS:
    assert close(C(k, 0), lam[k, 0] * F[k, 0])
    for q in range(1, k + 1):
        assert close(C(k, q) + (-1)**q * C(k, -q), lam[k, q] * F[k, q])
        assert close(1j*C(k, q) - 1j*(-1)**q * C(k, -q), -lam[k, q] * F[k, -q])
        assert close(C(k, -q) + (-1)**q * C(k, q), abs(lam[k, q]) * F[k, q])
wyb_of = lambda V: {(k, q): (2*k + 1)/(4*np.pi) * np.sum(W*np.conj(C(k, q))*V) for k, q in KQ}
stev_of = lambda V: {kq: np.sum(W*F[kq]*V).real / np.sum(W*F[kq]**2) for kq in KQ}
def convert(B, L=lam):
    return {(k, q): (L[k, q]*B[k, q].real if q >= 0 else -L[k, -q]*B[k, -q].imag) for k, q in KQ}

# ---- operators: tabulated Stevens forms, symmetrisation, ladder-built tensor
def jmats(j):
    m = j - np.arange(int(round(2*j)) + 1)
    return np.diag(m).astype(complex), np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1).astype(complex)
mp_ = np.linalg.matrix_power
def stevens_table(j):
    Jz, Jp = jmats(j); m = np.diag(Jz).real; X = j*(j + 1); one = m**0
    P = {(2, 0): 3*m**2 - X, (2, 1): m, (2, 2): one,
         (4, 0): 35*m**4 - (30*X - 25)*m**2 + 3*X**2 - 6*X, (4, 1): 7*m**3 - (3*X + 1)*m,
         (4, 2): 7*m**2 - X - 5, (4, 3): m, (4, 4): one,
         (6, 0): 231*m**6 - (315*X - 735)*m**4 + (105*X**2 - 525*X + 294)*m**2 - 5*X**3 + 40*X**2 - 60*X,
         (6, 1): 33*m**5 - (30*X - 15)*m**3 + (5*X**2 - 10*X + 12)*m,
         (6, 2): 33*m**4 - (18*X + 123)*m**2 + X**2 + 10*X + 102,
         (6, 3): 11*m**3 - (3*X + 59)*m, (6, 4): 11*m**2 - X - 38, (6, 5): m, (6, 6): one}
    O = {}
    for (k, q), v in P.items():
        D = np.diag(v).astype(complex)
        if q == 0:
            O[k, 0] = D
        else:
            up = mp_(Jp, q); c = up + up.T; s = -1j*(up - up.T)
            O[k, q] = (D @ c + c @ D)/4; O[k, -q] = (D @ s + s @ D)/4
    return O
Nk = lambda k, j: fac(int(2*j) + k + 1)/(4**k * (2*k + 1) * fac(int(2*j) - k))
for j in (3.5, 6.0):
    Jz, Jp = jmats(j); Jm = Jp.T; Jx = (Jp + Jm)/2; Jy = (Jp - Jm)/2j
    O = stevens_table(j)
    @lru_cache(None)
    def words(a, b, c):  # sum over all distinct orderings of Jx^a Jy^b Jz^c
        if min(a, b, c) < 0: return 0*Jz
        if a + b + c == 0: return np.eye(len(Jz), dtype=complex)
        return Jx @ words(a - 1, b, c) + Jy @ words(a, b - 1, c) + Jz @ words(a, b, c - 1)
    for k in KS:
        T = {k: (-1)**k * math.sqrt(fac(2*k))/(2**k * fac(k)) * mp_(Jp, k)}
        for q in range(k, -k, -1):
            T[q - 1] = (Jm @ T[q] - T[q] @ Jm)/math.sqrt(k*(k + 1) - q*(q - 1))
        assert close(T[0][0, 0], fac(int(2*j))/(2**k * fac(int(2*j) - k)))
        for q in range(-k, k + 1):
            sym = sum(float(c)*words(*e)*fac(e[0])*fac(e[1])*fac(e[2])/fac(k)
                      for e, c in sp.Poly(f[k, q], x, y, z).terms())
            assert close(sym, O[k, q])
            assert close(np.trace(T[q].conj().T @ T[q]), Nk(k, j))
            assert close(np.trace(O[k, q] @ O[k, q]), (2 if q else 1)*Nk(k, j)/lam[k, abs(q)]**2)
            if q >= 0:
                assert close(lam[k, q]*O[k, q], T[q] + (-1)**q * T[-q] if q else T[0])
    for a in KQ:
        for b in KQ:
            if a < b:
                assert abs(np.trace(O[a] @ O[b])) < 1e-10*np.linalg.norm(O[a])*np.linalg.norm(O[b])
J = 3.5; O = stevens_table(J)
for (k, q), v in lam_s.items():
    print(f"k={k} q={q}: p={p[k, q]}, g={g[k, q]}, lam={v}={lam[k, q]:.5f}, TrO^2(J=7/2)={np.trace(O[k, q] @ O[k, q]).real:.1f}")

# ---- 4f^13 from explicit determinants
th_s = {}
for k in KS:
    avg = sp.integrate(sp.expand(sp.legendre(k, u)*(1 - u*u)**3), (u, -1, 1))/sp.integrate(sp.expand((1 - u*u)**3), (u, -1, 1))
    t00 = sp.Rational(fac(7), 2**k * fac(7 - k)); th_s[k] = -avg/t00
    print(f"k={k}: <33|C|33>={avg}, <JJ|T|JJ>={t00}, theta={th_s[k]}={float(th_s[k]):.5e}, N_k={Nk(k, J):.2f}")
th = {k: float(v) for k, v in th_s.items()}
n = 14; full = (1 << n) - 1; E = np.zeros((n, n, n, n))
for a in range(n):
    det = full ^ (1 << a)
    for jj in range(n):
        if det >> jj & 1:
            d1 = det ^ (1 << jj); s1 = (-1)**bin(det & ((1 << jj) - 1)).count('1')
            for ii in range(n):
                if not d1 >> ii & 1:
                    b = (full ^ (d1 | (1 << ii))).bit_length() - 1
                    E[ii, jj, b, a] = s1 * (-1)**bin(d1 & ((1 << ii) - 1)).count('1')
many = lambda h: np.einsum('ij,ijba->ba', h, E)
lz, lp = jmats(3.0); sz, s_p = jmats(0.5); I7, I2 = np.eye(7), np.eye(2)
MJz = many(np.kron(lz, I2) + np.kron(I7, sz)); MJm = many(np.kron(lp.T, I2) + np.kron(I7, s_p.T))
MLS = many(np.kron(lz, sz) + (np.kron(lp, s_p.T) + np.kron(lp.T, s_p))/2)
vec = [np.eye(n, dtype=complex)[np.argmax(np.diag(MJz).real)]]
for _ in range(7):
    v = MJm @ vec[-1]; vec.append(v/np.linalg.norm(v))
U = np.array(vec).T
assert close(MLS @ U, -1.5*U)
Y3 = np.array([Y(3, m, TH, PH) for m in range(3, -4, -1)])
micro = lambda V: many(np.kron(np.einsum('ap,p,bp->ab', Y3.conj(), W*V, Y3), I2))
for k, q in KQ:
    assert close(U.conj().T @ micro(F[k, q]) @ U, th[k]*O[k, q])

# ---- rotation of an axial k=2 field, and the octahedron
S2 = lambda B, k: sum(abs(B[k, q])**2 for q in range(-k, k + 1))
A2 = lambda a, k: sum(a[k, q]**2 for q in range(-k, k + 1))
Vz, Vx = 3*R3[2]**2 - 1, 3*R3[0]**2 - 1
ax = stev_of(Vx)
assert close(ax[2, 0], -0.5) and close(ax[2, 2], 1.5) and close(S2(wyb_of(Vx), 2), S2(wyb_of(Vz), 2))
for name, V in (("3z^2-r^2", Vz), ("3x^2-r^2", Vx)):
    a, B = stev_of(V), wyb_of(V)
    print(f"{name}: a20={a[2, 0]:.4f} a22={a[2, 2]:.4f} sum a^2={A2(a, 2):.4f}; B20={B[2, 0].real:.4f} B22={B[2, 2].real:.4f} S^2={S2(B, 2):.4f}")
for k, rs, rw in ((4, 5.0, math.sqrt(5/14)), (6, -21.0, -math.sqrt(3.5))):
    V = sum(2*eval_legendre(k, c) for c in R3); a, B = stev_of(V), wyb_of(V)
    assert close(a[k, 4]/a[k, 0], rs) and close(B[k, 4]/B[k, 0], rw)
    print(f"octahedron k={k}: a^4/a^0={a[k, 4]/a[k, 0]:.5f}, B_k4/B_k0={(B[k, 4]/B[k, 0]).real:.5f}")

# ---- worked example: trigonal model field on 4f^13, J=7/2
inp = {(2, 0): 400., (4, 0): -800., (4, 3): 600., (6, 0): 300., (6, 3): -200., (6, 6): 200.}
B = {(k, q): complex((-1)**(abs(q) if q < 0 else 0) * inp.get((k, abs(q)), 0.)) for k, q in KQ}
field = lambda r: sum(B[kq]*C(*kq, r) for kq in KQ if B[kq] != 0).real
Hs = lambda a: sum(th[k]*a[k, q]*O[k, q] for k, q in KQ)
eig = np.linalg.eigvalsh
lev = lambda H: (eig(H) - eig(H)[0])[::2]
fmt = lambda v, d=2: ", ".join(f"{t:.{d}f}" for t in v)
a = convert(B); H = Hs(a); Hm = micro(field(R3)); ev = eig(H)
assert close(U.conj().T @ Hm @ U, H) and close(ev[::2], ev[1::2])
for kq in inp:
    print(f"k={kq[0]} q={kq[1]}: B_kq={inp[kq]:.0f}, a={a[kq]:.3f}, theta*a={th[kq[0]]*a[kq]:.6f} cm^-1")
ix = [0, 3, 6]; blk = H[np.ix_(ix, ix)].real
assert close(np.sort(np.append(eig(blk), H[2, 2].real)), ev[::2])
for M, row in zip(("7/2", "1/2", "-5/2"), blk):
    print(f"block row M={M}: {fmt(row, 3)} cm^-1")
print(f"pure M=+-3/2 energy: {H[2, 2].real:.3f} cm^-1")
print(f"doublets from barycentre: {fmt(ev[::2], 3)} cm^-1")
meV = sc.h*sc.c*100/sc.e*1e3
print(f"doublets above ground: {fmt(lev(H))} cm^-1 = {fmt(lev(H)*meV)} meV")
for name, L in (("lam=1", {kq: 1.0 for kq in lam}), ("lam_k0 for all q", {(k, q): lam[k, 0] for k, q in lam})):
    bad = lev(Hs(convert(B, L))); assert np.max(np.abs(bad - lev(H))) > 10
    print(f"misreading {name}: {fmt(bad)} cm^-1")
allflip = {(k, q): (-1)**abs(q) * a[k, q] for k, q in KQ}
oneflip = dict(a); oneflip[4, 3] *= -1
assert close(eig(Hs(allflip)), ev) and np.max(np.abs(eig(Hs(oneflip)) - ev)) > 0.5
print(f"only a_4^3 reversed: {fmt(lev(Hs(oneflip)))} cm^-1")
be, al = np.radians(40.), np.radians(25.)
Ry = np.array([[np.cos(be), 0, np.sin(be)], [0, 1, 0], [-np.sin(be), 0, np.cos(be)]])
Rz = np.array([[np.cos(al), -np.sin(al), 0], [np.sin(al), np.cos(al), 0], [0, 0, 1]])
Vr = field((Rz @ Ry).T @ R3); Br, ar = wyb_of(Vr), stev_of(Vr); ac = convert(Br)
assert all(abs(ar[kq] - ac[kq]) < 1e-8 for kq in KQ) and close(eig(Hs(ar)), ev)
print(f"rotation: {np.degrees(be):.0f} deg about y, then {np.degrees(al):.0f} deg about z")
for k in KS:
    weighted = sum((2 if q else 1)*(ar[k, q]/lam[k, abs(q)])**2 for q in range(-k, k + 1))
    assert close(S2(Br, k), S2(B, k)) and close(weighted, S2(B, k))
    assert abs(A2(ar, k)/A2(a, k) - 1) > 0.01
    print(f"k={k}: S_k {S2(B, k)**.5:.2f} -> {S2(Br, k)**.5:.2f}; sqrt(sum a^2) {A2(a, k)**.5:.2f} -> {A2(ar, k)**.5:.2f} cm^-1")
parts = [th[k]**2 * Nk(k, J) * S2(B, k) for k in KS]
assert close(np.sum(ev**2), sum(parts))
print(f"Tr H^2 parts k=2,4,6: {fmt(parts, 1)}; total {np.sum(ev**2):.1f} cm^-2; rms {np.sqrt(np.mean(ev**2)):.2f} cm^-1")
shift = lambda zeta: np.max(np.abs(eig(Hm + zeta*MLS)[:8] + 1.5*zeta - ev))
assert shift(1e8) < 1e-2 and abs(shift(1e5)/shift(2e5) - 2) < 0.05  # J mixing falls as 1/zeta
zeta = 3000.; ef = eig(Hm + zeta*MLS)
print(f"zeta={zeta:.0f} cm^-1, free-ion J gap {np.ptp(eig(zeta*MLS)):.0f} cm^-1")
print(f"doublets with J mixing: {fmt((ef[:8] - ef[0])[::2])} cm^-1; largest shift {shift(zeta):.2f} cm^-1")
print("PASS")
```

Printed output:

```
k=2 q=0: p=3*u**2 - 1, g=1/2, lam=1/2=0.50000, TrO^2(J=7/2)=1512.0
k=2 q=1: p=u, g=3, lam=-sqrt(6)=-2.44949, TrO^2(J=7/2)=126.0
k=2 q=2: p=1, g=3, lam=sqrt(6)/2=1.22474, TrO^2(J=7/2)=504.0
k=4 q=0: p=35*u**4 - 30*u**2 + 3, g=1/8, lam=1/8=0.12500, TrO^2(J=7/2)=2217600.0
k=4 q=1: p=7*u**3 - 3*u, g=5/2, lam=-sqrt(5)/2=-1.11803, TrO^2(J=7/2)=55440.0
k=4 q=2: p=7*u**2 - 1, g=15/2, lam=sqrt(10)/4=0.79057, TrO^2(J=7/2)=110880.0
k=4 q=3: p=u, g=105, lam=-sqrt(35)/2=-2.95804, TrO^2(J=7/2)=7920.0
k=4 q=4: p=1, g=105, lam=sqrt(70)/8=1.04583, TrO^2(J=7/2)=63360.0
k=6 q=0: p=231*u**6 - 315*u**4 + 105*u**2 - 5, g=1/16, lam=1/16=0.06250, TrO^2(J=7/2)=419126400.0
k=6 q=1: p=33*u**5 - 30*u**3 + 5*u, g=21/8, lam=-sqrt(42)/8=-0.81009, TrO^2(J=7/2)=4989600.0
k=6 q=2: p=33*u**4 - 18*u**2 + 1, g=105/8, lam=sqrt(105)/16=0.64043, TrO^2(J=7/2)=7983360.0
k=6 q=3: p=11*u**3 - 3*u, g=315/2, lam=-sqrt(105)/8=-1.28087, TrO^2(J=7/2)=1995840.0
k=6 q=4: p=11*u**2 - 1, g=945/2, lam=3*sqrt(14)/16=0.70156, TrO^2(J=7/2)=6652800.0
k=6 q=5: p=u, g=10395, lam=-3*sqrt(77)/8=-3.29061, TrO^2(J=7/2)=302400.0
k=6 q=6: p=1, g=10395, lam=sqrt(231)/16=0.94992, TrO^2(J=7/2)=3628800.0
k=2: <33|C|33>=-1/3, <JJ|T|JJ>=21/2, theta=2/63=3.17460e-02, N_k=378.00
k=4: <33|C|33>=1/11, <JJ|T|JJ>=105/2, theta=-2/1155=-1.73160e-03, N_k=34650.00
k=6: <33|C|33>=-5/429, <JJ|T|JJ>=315/4, theta=4/27027=1.48000e-04, N_k=1637212.50
3z^2-r^2: a20=1.0000 a22=0.0000 sum a^2=1.0000; B20=2.0000 B22=-0.0000 S^2=4.0000
3x^2-r^2: a20=-0.5000 a22=1.5000 sum a^2=2.5000; B20=-1.0000 B22=1.2247 S^2=4.0000
octahedron k=4: a^4/a^0=5.00000, B_k4/B_k0=0.59761
octahedron k=6: a^4/a^0=-21.00000, B_k4/B_k0=-1.87083
k=2 q=0: B_kq=400, a=200.000, theta*a=6.349206 cm^-1
k=4 q=0: B_kq=-800, a=-100.000, theta*a=0.173160 cm^-1
k=4 q=3: B_kq=600, a=-1774.824, theta*a=3.073288 cm^-1
k=6 q=0: B_kq=300, a=18.750, theta*a=0.002775 cm^-1
k=6 q=3: B_kq=-200, a=256.174, theta*a=0.037914 cm^-1
k=6 q=6: B_kq=200, a=189.984, theta*a=0.028118 cm^-1
block row M=7/2: 209.557, 125.241, 26.781 cm^-1
block row M=1/2: 125.241, -19.214, -61.101 cm^-1
block row M=-5/2: 26.781, -61.101, -133.500 cm^-1
pure M=+-3/2 energy: -56.843 cm^-1
doublets from barycentre: -176.927, -56.843, -31.017, 264.787 cm^-1
doublets above ground: 0.00, 120.08, 145.91, 441.71 cm^-1 = 0.00, 14.89, 18.09, 54.77 meV
misreading lam=1: 0.00, 1462.45, 1596.67, 2231.23 cm^-1
misreading lam_k0 for all q: 0.00, 76.72, 114.27, 343.26 cm^-1
only a_4^3 reversed: 0.00, 150.43, 228.56, 450.09 cm^-1
rotation: 40 deg about y, then 25 deg about z
k=2: S_k 400.00 -> 400.00; sqrt(sum a^2) 200.00 -> 608.52 cm^-1
k=4: S_k 1166.19 -> 1166.19; sqrt(sum a^2) 1777.64 -> 1046.81 cm^-1
k=6: S_k 500.00 -> 500.00; sqrt(sum a^2) 319.48 -> 249.48 cm^-1
Tr H^2 parts k=2,4,6: 60952.4, 141298.7, 8965.4; total 211216.5 cm^-2; rms 162.49 cm^-1
zeta=3000 cm^-1, free-ion J gap 10500 cm^-1
doublets with J mixing: 0.00, 119.81, 143.11, 441.29 cm^-1; largest shift 3.26 cm^-1
PASS
```
